Barrier height for ten-year data retention at one-ppm failure

**Problem**

A memory cell stores its bit in the position of an ion held behind an energy barrier E. The bit is lost when the ion first escapes. Escape is thermally activated, with attempt frequency ν = 10¹³ per second, and the cell is held at 85 °C for ten years.

(a) From classical equilibrium statistics, derive the escape rate over a single barrier and identify ν.

(b) Show that a failure probability of one part per million (ppm) per cell requires a barrier of about 1.95 eV.

(c) How does the requirement change with temperature and attempt frequency?

(d) How does it change if any of 100 ions can destroy the bit, if one ppm refers to whole chips of 10⁹ cells, or if barriers have a Gaussian spread of 0.05 eV?

(e) Model the ion by the double well V(x) = E(1 − x²/x₀²)², with mass 16 u and charge 2e. Find the hop length 2x₀, and estimate the effects of quantum motion and of a permanent read voltage of 0.1 V across 5 nm.

**Solution**

The algebra uses atomic units, so ħ = 1, and θ = k_BT denotes the thermal energy. Barrier and temperature are constant in time.

**(a) The escape rate**

Let the well lie to the left of the barrier top at x = 0, with V = 0 at its bottom and V(0) = E. Assume that the ion is in thermal equilibrium within the well, and that an ion crossing the top to the right does not immediately return. The phase-space density is proportional to exp[−(p²/2m + V)/θ]. The flux to the right through the top is then proportional to

∫₀^∞ (p/m) exp(−p²/2mθ) dp · exp(−E/θ) = θ exp(−E/θ),

because (p/m)dp is the differential of p²/2m. With the same constant of proportionality, the population of the well is

√(2πmθ) ∫_well exp(−V/θ) dx.

The rate k is flux divided by population:

k = √(θ/2πm) exp(−E/θ) / ∫_well exp(−V/θ) dx.

When E ≫ θ, the ion stays near the bottom, where V ≈ mω₀²s²/2 and s is the displacement from the minimum. The integral becomes √(2πθ/mω₀²), so

k = √(θ/2πm) · √(mω₀²/2πθ) · exp(−E/θ) = (ω₀/2π) exp(−E/θ).

Thus, in one dimension, ν = ω₀/2π is the vibration frequency in the well. In a solid the harmonic prefactor is the product of the mode frequencies at the minimum divided by the product of the stable mode frequencies at the saddle point, and it can lie above or below a single vibration frequency. Immediate returns would lower the rate. In parts (b) to (d), ν is understood as the effective prefactor, which includes any such reduction.

**(b) The required barrier**

Let each attempt succeed independently with probability q = exp(−E/θ). The probability of surviving n = νt attempts is

S = (1 − q)ⁿ = exp[n ln(1 − q)] = exp[−n(q + q²/2 + …)].

The first correction to the exponent is a fraction q/2 of the leading term. Here q turns out to be about 3 × 10⁻²⁸, so

S = exp(−νqt) = exp(−kt).

Setting the failure probability 1 − S equal to p gives kt = −ln(1 − p). Inserting k and taking logarithms,

νt exp(−E/θ) = −ln(1 − p)

E = θ ln{νt / [−ln(1 − p)]}.

For small p, −ln(1 − p) = p + p²/2 + …, and therefore

E ≈ θ ln(νt/p).

A higher barrier lowers k and hence the failure probability, so this E is the smallest admissible barrier.

The temperature is 358.15 K, which gives θ = 0.030863 eV. Ten years are 3.15576 × 10⁸ s, so νt = 3.15576 × 10²¹. With p = 10⁻⁶,

ln(νt/p) = ln(3.15576 × 10²⁷) = 63.319

E = 0.030863 eV × 63.319 = 1.954 eV.

This is the required 1.95 eV, or 0.0718 hartree. Solving the discrete law 1 − (1 − q)ⁿ = 10⁻⁶ numerically for E gives the same 1.9542 eV. The permitted escape rate is p/t = 3.17 × 10⁻¹⁵ per second.

The exponential makes rounding visible. A barrier of 1.95 eV lies 0.0042 eV below the threshold and gives exp(0.0042/0.0309) ≈ 1.15 ppm.

It is instructive to separate ordinary durability from the demand on rare failures. If half the cells were allowed to fail, −ln(1 − p) would be ln 2, and the barrier would be lower by

θ ln(ln 2/10⁻⁶) = 0.030863 eV × 13.449 = 0.415 eV.

A barrier of 1.54 eV therefore gives a median life of about ten years. The other 0.42 eV suppresses early escapes. Because escape has no memory, identical cells still have widely different lifetimes.

The definition of failure as first escape matters little here. In a symmetric double well, the probability P of being on the wrong side obeys dP/dt = k(1 − P) − kP. Starting from P = 0, this gives

P = [1 − exp(−2kt)]/2 = kt − (kt)² + ….

First escape has probability kt − (kt)²/2 + …. The two differ by a fraction of about kt/2, or 5 × 10⁻⁷.

**(c) Temperature and attempt frequency**

At fixed ν, t and p, the logarithm is constant and E is proportional to T. A cell used 10 K warmer needs an additional

ΔE = 1.954 eV × 10/358.15 = 0.055 eV.

If the barrier is instead left at 1.954 eV, the escape rate grows by

exp[(E/k_B)(1/T − 1/T′)] = exp[63.319 × 10/368.15] = 5.58,

where T′ = 368.15 K. The failure probability rises to 5.58 ppm.

A tenfold increase in ν at fixed T, t and p adds θ ln 10 = 0.071 eV. The same shift follows from a tenfold longer storage time or a tenfold smaller p, since all three enter through νt/p. An attempt frequency known only to within a factor of ten thus leaves the required barrier uncertain by about ±0.07 eV.

**(d) Many ions, many cells, unequal barriers**

Suppose that any one of N independent, identical escapes is fatal. Survival requires all N ions to stay:

S_N = [exp(−kt)]^N = exp(−Nkt).

This is the earlier problem with ν replaced by Nν, so the barrier rises by

ΔE = θ ln N.

For N = 100 ions the shift is 0.142 eV. The same rule counts several equivalent exits from one well. If the loss of a bit requires several ions to move, the rule does not apply and the requirement can be weaker.

For a chip of 10⁹ cells, all of which must survive, the shift is

θ ln 10⁹ = 0.030863 eV × 20.723 = 0.640 eV.

One ppm of failed chips thus requires 2.59 eV, with one fatal ion per cell and no error correction. The phrase "one-ppm failure" must therefore say what is being counted.

Now let the barrier B vary from cell to cell, with a Gaussian distribution of mean M and standard deviation σ. While individual failure probabilities are small, each is νt exp(−B/θ). To average this, complete the square in the exponent:

−(B − M)²/2σ² − B/θ = −(B − M + σ²/θ)²/2σ² − M/θ + σ²/2θ².

Integration over B gives

⟨p⟩ = νt exp(−M/θ + σ²/2θ²).

To keep ⟨p⟩ at one ppm, the mean must exceed the single-barrier value by

ΔE = σ²/2θ = (0.050 eV)²/(2 × 0.030863 eV) = 0.0405 eV.

The completed square also shows which cells cause the failures. Their barriers centre on M − σ²/θ = 1.995 − 0.081 = 1.914 eV. Failure becomes likely only near θ ln(νt) = 1.528 eV, which lies nearly eight standard deviations lower. The small-probability approximation is therefore sound. Averaging the full expression 1 − exp(−kt) over the distribution numerically also gives a shift of 0.0405 eV. For a much broader distribution, cells that are almost certain to fail would matter, and the Gaussian tail itself would need justification.

With both 100 fatal ions and this spread, the factors N and exp(σ²/2θ²) multiply, so their barrier shifts add. The mean barrier becomes 1.954 + 0.142 + 0.041 = 2.14 eV.

**(e) The moving ion**

*Hop length.* Differentiating the double well twice gives

V″(x) = (E/x₀²)(−4 + 12x²/x₀²).

At x = ±x₀ the curvature is 8E/x₀², and at the top it is −4E/x₀². Hence

ω₀² = 8E/(mx₀²),  ω_b = ω₀/√2,  x₀ = √(8E/m)/ω₀,

where ω_b describes the inverted parabola at the top. For E = 1.954 eV and m = 16 u, √(8E/m) is 9.71 km/s. Dividing by ω₀ = 2π × 10¹³ per second gives x₀ = 0.1545 nm and a hop length of 0.309 nm. The prescribed frequency and barrier thus correspond to a hop of atomic size. The value depends on the shape of the potential: a sinusoidal barrier E sin²(πx/a) with the same E, ν and m has a hop length a = π√(2E/m)/ω₀ = 0.243 nm.

The harmonic treatment of the well can be checked. With z = 1 + x/x₀, the potential is V = E(4z² − 4z³ + z⁴). The harmonic distribution has ⟨z²⟩ = θ/8E, so ⟨z⁴⟩ = 3(θ/8E)² and ⟨z⁶⟩ = 15(θ/8E)³. To first order in θ/E, the well integral is multiplied by

1 − (E/θ)⟨z⁴⟩ + ½(4E/θ)²⟨z⁶⟩ = 1 + (−3/64 + 15/64)θ/E = 1 + 3θ/16E.

The rate falls by about 0.3%. Direct integration over the well gives a ratio of 0.99699 to the harmonic rate, in agreement.

*Quantum motion in the well.* The classical partition function of the well is θ/ω₀. The harmonic quantum levels give

Z = Σₙ exp[−(n + ½)ω₀/θ] = 1/[2 sinh(u₀/2)],  u₀ = ω₀/θ.

Since the rate is inversely proportional to the partition function, it is multiplied by

(θ/ω₀)/Z = 2 sinh(u₀/2)/u₀.

For u₀ = 1.340 this is 1.0765. Diagonalizing the Hamiltonian of the full double well gives 1.0760.

*Quantum motion at the barrier.* Let δ be the energy above the top, ε = δ/ω_b and ξ = x√(mω_b). Near the top the wave equation is

ψ″ + (ξ² + 2ε)ψ = 0.

At large |ξ| its outgoing waves have the form |ξ|^(iε−1/2) exp(iξ²/2). Take the transmitted wave at positive ξ with amplitude b, and continue it to negative ξ through the upper half of the complex plane. The factor exp(iξ²/2) is dominant in the second quadrant, so the coefficient of this wave is preserved there. The power of ξ acquires the factor exp[iπ(iε − ½)] = −i exp(−πε), which gives the reflected amplitude −ib exp(−πε). The incident flux is the sum of the transmitted and reflected fluxes, so the transmission is

D(δ) = |b|²/[|b|² + |b|² exp(−2πε)] = 1/[1 + exp(−2πδ/ω_b)].

Classically D is 0 below the top and 1 above it, and its thermal average ∫D exp(−δ/θ)dδ/θ is 1. With y = 2πδ/ω_b and s = ω_b/2πθ, the quantum average is

κ = s ∫ exp(−sy)/[1 + exp(−y)] dy,

taken over all y. The lower limit may be extended to −∞ because the integrand is negligible far below the top. Call the integral I. Shifting y by 2πi multiplies the integrand by exp(−2πis). The rectangle between the two lines encloses a pole at y = iπ with residue exp(−iπs). For 0 < s < 1 the ends do not contribute, so

I[1 − exp(−2πis)] = 2πi exp(−iπs),  I = π/sin(πs).

With u_b = ω_b/θ = 2πs, this becomes

κ = (u_b/2)/sin(u_b/2).

For u_b = 0.9475, κ = 1.0384. Solving the wave equation for the actual quartic barrier and averaging its transmission gives 1.0386.

The two numerically computed quantum factors multiply the rate by 1.0760 × 1.0386 = 1.118. If ν is the classical well frequency, offsetting them takes a barrier higher by θ ln 1.118 = 0.0034 eV. Quantum motion is a small correction here. The parabolic formula diverges at u_b = 2π, which for this barrier occurs near 54 K. Close to that temperature and below it, the parabolic formula fails and tunnelling must be treated with the full barrier shape.

*Read field.* The field is F = 0.1 V/5 nm = 0.02 V/nm, or 0.20 MV/cm. If it pushes an ion of charge Q to the right, the potential becomes V − QFx. The well at −x₀ rises by QFx₀, while the top at x = 0 is unchanged to first order. The shifts of the stationary points contribute only at second order. The barrier is lowered by

QFx₀ = 2 × 0.02 × 0.1545 eV = 0.0062 eV.

Locating the extrema of the tilted potential numerically gives the same value. At fixed E, a field applied throughout the ten years would multiply the failure rate of an ion in this well by exp(0.00618/0.030863) = 1.22. For an ion in the other well the barrier is raised by the same amount and the factor is 0.82, so the average over the two stored values is 1.02.

**Comparison with a real cell**

The mass, the magnitude of the charge and the film thickness are chosen to resemble a filamentary oxide resistive memory, in which oxygen ions move through a film a few nanometres thick. A prefactor near 10¹³ per second is a usual lattice-vibration estimate, and a hop of 0.3 nm is comparable with the spacing of oxygen sites in oxides. The 100 ions and the 0.05 eV spread are illustrative. A real filament is disordered, and its resistance may depend on many ions, so the assumption of one ion behind one fixed barrier is a strong simplification. Allowing only for the 100 ions and the barrier spread used here moves the requirement from 1.95 to 2.14 eV if any single escape is fatal. The field may also be concentrated: if the whole read voltage fell across a 1 nm gap, the linear estimate would grow fivefold to 0.03 eV. The estimate also uses the macroscopic field and the formal charge. In an oxide of high permittivity the local field at the ion can be several times larger. As a rough guide, the Lorentz factor (ε + 2)/3 is 9 for a relative permittivity ε of 25, which would raise the 0.0062 eV to about 0.055 eV. The figure of 1.95 eV is thus a requirement on the effective barrier of one cell at constant 85 °C, with a prefactor of 10¹³ per second. The computed values are collected in the numerical output below.

Computed values

```
Attempt frequency: 1.0e+13 1/s
Temperature: 358.15 K
Storage time: 10 years = 3.15576e+08 s
Allowed failure probability per cell: 1.0 ppm
Thermal energy kT: 0.030863 eV
Number of attempts nu*t: 3.15576e+21
Logarithm E/kT: 63.3190
Required barrier, formula: 1.9542 eV
Required barrier, discrete attempts: 1.9542 eV
Required barrier, converted: 0.07182 hartree
Escape rate at this barrier: 3.1688e-15 1/s
Failure at E = 1.95 eV: 1.146 ppm
Barrier shift, tenfold nu: 0.0711 eV
Temperature rise considered: 10 K
Barrier shift, warmer cell: 0.0546 eV
Failure of unchanged barrier, warmer cell: 5.58 ppm
Ions per cell, any one fatal: 100
Barrier shift, many ions: 0.1421 eV
Cells per chip, any one fatal: 1e+09
Barrier shift, whole chip: 0.6396 eV
Required barrier, whole chip: 2.5938 eV
Barrier spread (standard deviation): 0.050 eV
Barrier shift from spread, formula: 0.0405 eV
Barrier shift from spread, averaged: 0.0405 eV
Ion mass: 16 u; ion charge: 2 e
Hop length 2*x0: 0.3091 nm
Flux rate / harmonic rate: 0.99699
hbar*omega/kT, well: 1.3400; barrier top: 0.9475
Well quantum factor, diagonalization: 1.0760
Well quantum factor, formula: 1.0765
Tunnelling factor, wave equation: 1.0386
Tunnelling factor, formula: 1.0384
Barrier shift, both quantum factors: 0.0034 eV
Read voltage: 0.10 V; thickness: 5.0 nm
Read field: 0.20 MV/cm
Field lowering, tilted potential: 0.00618 eV
Field lowering, formula: 0.00618 eV
```
